# Why a scissor correction need not move a defect level rigidly

A scissor correction adds one energy, $\Delta$, to every conduction state of a perfect crystal. The first-order shift of a defect level must therefore be $\Delta$ times a pure number that depends on the defect orbital $|d\rangle$. Symmetry restricts that number. The correction is unchanged when the conduction states are rotated among themselves, or the valence states among themselves. A first-order energy is quadratic in the orbital, and the quadratic quantities that survive all such rotations are combinations of the squared lengths of the orbital's conduction and valence parts, $w_c$ and $w_v$. Hence

$$\delta\varepsilon_d=\Delta\,(\alpha w_c+\beta w_v),\qquad w_c+w_v=1 .$$

A pure conduction state moves by $\Delta$, so $\alpha=1$; a pure valence state stays, so $\beta=0$. What remains is $\delta\varepsilon_d=\Delta\,w_c$. The conduction edge moves by the full $\Delta$, and a defect orbital that is partly built from valence states lags behind it.

## The operator and what is held fixed

Let $H_0$ be the one-electron Hamiltonian of the perfect host in a large periodic cell, with eigenstates $|n\mathbf k\rangle$ and energies $\varepsilon_{n\mathbf k}$. The projector on its conduction states and the scissor operator are

$$P_c=\sum_{c\mathbf k}|c\mathbf k\rangle\langle c\mathbf k| ,\qquad S=\Delta P_c .$$

Since $P_c$ is built from eigenstates of $H_0$, the two commute. The host eigenstates are unchanged, conduction energies become $\varepsilon_{c\mathbf k}+\Delta$, and valence energies stay. Energies are counted from the uncorrected valence edge.

A defect adds a potential $V$. The potential, the atomic positions and the charge state are held fixed while $\Delta$ is switched on, and the gap level is taken to remain non-degenerate. In general $V$ does not commute with $P_c$: it mixes conduction and valence states, which is how a defect orbital comes to have both weights.

The choice of projector matters. One could instead shift the empty eigenstates of the defective cell itself. The level would then move by $0$ if filled and by $\Delta$ if empty, whatever its orbital looks like. That is a different operator, and the law derived here does not apply to it.

## The shift from the eigenvalue equation

The corrected level obeys

$$(H_0+V+\Delta P_c-\varepsilon_d)\,|d\rangle=0 .$$

Differentiate with respect to $\Delta$, writing a prime for the derivative and $H$ for the full Hamiltonian:

$$(P_c-\varepsilon_d')\,|d\rangle+(H-\varepsilon_d)\,|d'\rangle=0 .$$

Multiply from the left by $\langle d|$. The second term vanishes because $\langle d|(H-\varepsilon_d)=0$, and normalization gives

$$\varepsilon_d'=\langle d|P_c|d\rangle=\sum_{c\mathbf k}|\langle c\mathbf k|d\rangle|^2=w_c(\Delta).$$

At $\Delta=0$ this is the first-order law. Integrated, it gives the shift at any strength,

$$\varepsilon_d(\Delta)-\varepsilon_d(0)=\int_0^{\Delta}w_c(\lambda)\,d\lambda ,$$

which lies between $0$ and $\Delta$ because $0\le w_c\le1$. To first order, the depth below the conduction edge grows by $\Delta(1-w_c)$. Rigid motion needs $w_c=1$. In that case $P_c|d\rangle=|d\rangle$, so the orbital remains an eigenstate and moves by the full $\Delta$ at every strength.

The next order shows when the first is enough. Multiplying the differentiated equation by another eigenstate $\langle m|$ gives

$$\langle m|d'\rangle=\frac{\langle m|P_c|d\rangle}{\varepsilon_d-\varepsilon_m}.$$

With the phase chosen so that $\langle d|d'\rangle=0$, the weight changes at the rate $w_c'=2\,\mathrm{Re}\,\langle d|P_c|d'\rangle$. The second-order energy is $\tfrac12\Delta^2w_c'$, or

$$\delta\varepsilon^{(2)}=\Delta^2\sum_{m\ne d}\frac{|\langle m|P_c|d\rangle|^2}{\varepsilon_d-\varepsilon_m}.$$

Let $g$ be the distance from the level to its nearest neighbour in energy. Completeness and $P_c^2=P_c$ give $\sum_{m\neq d}|\langle m|P_c|d\rangle|^2=w_c-w_c^2$, so

$$|\delta\varepsilon^{(2)}|\le\frac{\Delta^2\,w_c(1-w_c)}{g}.$$

When $\Delta$ is comparable with $g$, the second-order term is thus small compared with $\Delta$ for orbitals that belong almost wholly to one manifold. Relative to the first-order term it is at most $\Delta(1-w_c)/g$. That is small for an orbital made almost wholly of conduction states, but it need not be for one made almost wholly of valence states.

## What sets the conduction weight

Project $(\varepsilon_d-H_0)|d\rangle=V|d\rangle$ on a host state:

$$\langle n\mathbf k|d\rangle=\frac{\langle n\mathbf k|V|d\rangle}{\varepsilon_d-\varepsilon_{n\mathbf k}} .$$

The denominator favours nearby bands. The numerator records which host states the defect potential couples to. Position in the gap controls only the first of these, so two defects at the same energy can have different conduction weights.

A one-orbital potential makes this solvable. Take $V=U|\phi\rangle\langle\phi|$, with $\phi$ a normalized orbital in one cell, and let $p_{n\mathbf k}=|\langle n\mathbf k|\phi\rangle|^2$. Then

$$\langle n\mathbf k|d\rangle=\frac{U\langle n\mathbf k|\phi\rangle\langle\phi|d\rangle}{\varepsilon_d-\varepsilon_{n\mathbf k}} .$$

Multiply by $\langle\phi|n\mathbf k\rangle$, sum over all host states and cancel $\langle\phi|d\rangle$:

$$\frac1U=G(\varepsilon_d),\qquad G(\varepsilon)=\sum_{n\mathbf k}\frac{p_{n\mathbf k}}{\varepsilon-\varepsilon_{n\mathbf k}} .$$

In the gap $G$ falls steadily with $\varepsilon$, so there is at most one gap level. Squaring the amplitudes and splitting the sum by manifold gives

$$w_c=\frac{S_c}{S_c+S_v},\qquad S_{c}=\sum_{c\mathbf k}\frac{p_{c\mathbf k}}{(\varepsilon_d-\varepsilon_{c\mathbf k})^2},$$

with $S_v$ the same sum over valence states. The common factor $U^2|\langle\phi|d\rangle|^2$ has cancelled; normalization fixes it as $1/(S_c+S_v)$.

The scissor replaces $\varepsilon_{c\mathbf k}$ by $\varepsilon_{c\mathbf k}+\Delta$ in the level equation and changes nothing else. Differentiating that equation at fixed $U$ gives

$$-(S_c+S_v)\,\varepsilon_d'+S_c=0 ,$$

which is $\varepsilon_d'=w_c$ again. The model also shows the mechanism. The level is held by a balance of contributions from both manifolds, and the scissor displaces one of them.

## Three traps at one energy

The host is a cubic lattice with cell length $a$, one cation orbital and three anion $p$ orbitals per cell. With hoppings $t_c$, $t_v$ and a cation–anion coupling $t_m$, its Bloch Hamiltonian has the elements

$$h_{cc}=E_g+2t_c\sum_j(1-\cos k_ja),\qquad h_{jj}=-2t_v\sum_i(1-\cos k_ia),\qquad h_{cj}=2it_m\sin k_ja ,$$

and no coupling between different $p$ orbitals. The cation orbital couples to one combination of the $p$ orbitals, and the two resulting levels repel. The upper one therefore lies at or above $h_{cc}\ge E_g$, and all valence levels lie at or below zero. Both edges are reached at $\mathbf k=0$, so the gap is $E_g$.

The parameters are $E_g=4.0$ eV, $\Delta=1.8$ eV, $a=0.32$ nm, $t_c=0.4$ eV, $t_v=0.2$ eV and $t_m=0.6$ eV. Near the edge, second-order repulsion gives a conduction energy $E_g+\gamma(ka)^2$ with

$$\gamma=t_c+\frac{4t_m^2}{E_g}=0.4+0.36=0.76\ \text{eV},$$

which corresponds to a mass of 0.49 electron masses.

Three choices of $\phi$ are compared: the cation orbital, one anion $p$ orbital, and a mixture with three quarters cation and one quarter anion weight. For each, $U$ is chosen to put the uncorrected level at 2.4 eV, which is 1.6 eV below the conduction edge. The sums use $24\times24\times24$ momenta. Energies in the table are in eV.

| Trap | $U$ | $w_c$ | $\Delta w_c$ | Full shift | Final depth |
|---|---|---|---|---|---|
| cation | −4.38 | 0.960 | 1.73 | 1.75 | 1.65 |
| mixed | −9.65 | 0.691 | 1.24 | 1.31 | 2.09 |
| anion | 3.71 | 0.011 | 0.02 | 0.01 | 3.39 |

The final depth is $1.6+1.8$ eV minus the full shift. Three levels that coincided before the correction are now spread over 1.7 eV. The cation trap nearly follows the conduction edge, the anion trap nearly stays with the valence edge, and the mixed trap does neither.

The full shifts solve the level equation at $\Delta=1.8$ eV. As a test, a periodic block of $6\times6\times6$ cells was diagonalized in real space, with $P_c$ built from the eigenvectors of its host. For all three traps the corrected level agreed within $10^{-8}$ eV with the level equation on the matching momentum mesh.

The large $|U|$ of the mixed trap comes partly from its smaller cation weight, but mainly from cancellation. Terms that mix cation and anion amplitudes are odd in $\mathbf k$ and sum to zero, so its $G$ is the weighted mean of the other two:

$$\frac1U=\frac{0.75}{-4.384}+\frac{0.25}{3.709}=-0.171+0.067=-0.104\ \text{eV}^{-1}.$$

Conduction states above the level and valence states below it contribute with opposite signs, so a stronger potential is needed to hold the level in place.

For the mixed trap the first-order law misses the full shift by 0.07 eV, about 5% of that shift. The second-order term, evaluated in the $6\times6\times6$ block, is 0.08 eV. Its bound is much looser: no other level lies in the gap, so $g\ge1.6$ eV and the bound is at most $1.8^2\times0.691\times0.309/1.6=0.43$ eV. For the anion trap the first-order value, 0.020 eV, is about half as large again as the full 0.013 eV, but the difference is only 0.007 eV.

The sign of the curvature can also be read from the model. As $\Delta$ grows, the level moves away from the valence states at rate $w_c$, and the conduction states move away from the level at rate $1-w_c$. With $T_c=\sum p_{c\mathbf k}/|\varepsilon_d-\varepsilon_{c\mathbf k}|^3$, where the energies include the scissor, and $T_v$ defined likewise for the valence states,

$$S_c'=-2(1-w_c)T_c,\qquad S_v'=-2w_cT_v .$$

Inserting these in $w_c'=w_c(1-w_c)\,(S_c'/S_c-S_v'/S_v)$ gives

$$w_c'=2w_c(1-w_c)\left[w_c\frac{T_v}{S_v}-(1-w_c)\frac{T_c}{S_c}\right].$$

Away from the band edges, a large weight tends to grow and a small one to shrink, though the weight that divides the two cases depends on the orbital and the level. Close to an edge this can reverse, because $T_c/S_c$ or $T_v/S_v$ can become large there. Over the full correction the mixed trap's weight rises from 0.69 to 0.77, while the anion trap's falls from 0.011 to 0.005.

## Approaching the conduction edge

Let the uncorrected level lie a small depth $\eta$ below the conduction edge, and let $\phi$ have cation weight $|\phi_c|^2$. The edge state is purely cationic, so near $\mathbf k=0$ each conduction state has $p_{c\mathbf k}\approx|\phi_c|^2/N$ in a block of $N$ cells. Replacing the sum by an integral, with $x=ka$,

$$S_c\approx\frac{|\phi_c|^2}{2\pi^2}\int_0^\infty\frac{x^2\,dx}{(\eta+\gamma x^2)^2}
=\frac{|\phi_c|^2}{8\pi\,\gamma^{3/2}\sqrt{\eta}} ,$$

where the integral equals $\pi/(4\gamma^{3/2}\eta^{1/2})$. This diverges as $\eta\to0$, while $S_v$ stays finite because the valence states remain a gap away. Hence $w_c\to1$, with $1-w_c$ proportional to $\sqrt\eta$: to first order, such a shallow level follows the edge. Under a finite scissor its depth still grows, because $1-w_c$ is above zero at any finite depth. For the mixed orbital and $\Delta=1.8$ eV, a starting depth of 0.01 eV becomes 0.04 eV.

For the mixed orbital, with $U$ readjusted at each depth, the weight is 0.69, 0.85, 0.91, 0.94 and 0.96 at depths of 1.6, 0.8, 0.4, 0.2 and 0.1 eV. The weight grows towards one, but the square-root law has not yet set in at these depths. Each halving of the depth multiplies $1-w_c$ by 0.47, 0.59, 0.69 and 0.74 in turn; these ratios have passed the limiting $1/\sqrt2=0.71$ and are still rising, so they must turn back at smaller depths.

The conclusion fails if $\phi$ has no overlap with the edge state. The anion orbital enters the conduction band through $t_m$, with an amplitude proportional to $k_z$ near the edge. The integrand then carries $x^4$ in place of $x^2$, and the sum stays finite as $\eta\to0$. At a depth of 0.1 eV the weight is still 0.09. Being close to the conduction edge is therefore not enough to make a level follow it.

## When the valence edge moves too

A quasiparticle correction usually shifts both edges. If valence states move by $\Delta_v$ and conduction states by $\Delta_c$, then $P_v=1-P_c$ gives

$$\Delta_cP_c+\Delta_vP_v=\Delta_v+(\Delta_c-\Delta_v)P_c .$$

The first term moves everything together. Relative to the valence edge, the defect level responds to the gap opening $\Delta_c-\Delta_v$ alone. On an absolute scale, such as the one used to align an oxide trap with the silicon bands, $\Delta_v$ must be added.

The same identity helps in a supercell calculation. The conduction weight can be found as $1-w_v$, where $w_v$ is summed over the finite set of occupied host states, with no need for a long list of empty ones.

## What this means for a gate oxide

The gap and scissor are in the regime of hafnium dioxide, for which semilocal density functionals give a gap of roughly 4 eV and measurements give between 5 and 6 eV. Its valence edge is mainly oxygen $2p$ and its conduction edge mainly hafnium $5d$, which the model reduces to a single cation orbital. The traps are not calculated oxygen vacancies: a real vacancy involves several neighbouring atoms that relax.

For the mixed trap, rigid motion would leave the depth at 1.6 eV, whereas the model gives 2.09 eV. If thermal emission to the conduction edge is activated by this depth, with the same prefactor in both cases, the extra 0.487 eV at 398 K, where $k_BT=0.0343$ eV, slows emission by $e^{0.487/0.0343}\approx10^6$.

In a real oxide the atoms do not stay fixed when the trap changes its charge. For an orbital of radius $r=0.15$ nm, with rough fast and static permittivities of 4.5 and 20, a continuum estimate of the lattice polarization energy on charging is

$$\frac{e^2}{8\pi\epsilon_0r}\left(\frac1{4.5}-\frac1{20}\right)\approx0.8\ \text{eV}.$$

The radius is smaller than a unit cell, so this fixes only the order of magnitude, which is that of the extra depth itself. The factor of $10^6$ therefore compares two treatments of one fixed-lattice eigenvalue and does not predict an emission time.

The defect potential would also change in a better electronic theory. Its first-order effect is $\delta U\,|\langle\phi|d\rangle|^2$; a 10% change gives $0.96\times0.157\approx0.15$ eV for the uncorrected level. After the scissor the overlap has grown to 0.225, and the corrected level moves by about 0.22 eV. Other effects on the fixed-lattice eigenvalue are smaller:

- Halving the cation hopping along one axis, with the starting level held at 2.4 eV, changes the first-order shift by 0.06 eV.
- A field of 4 MV/cm, strong for a gate oxide, drops 0.06 eV across the orbital radius. The barrier to emission can fall by much more: for a trap that is charged when empty, the Poole–Frenkel estimate is 0.3 to 0.7 eV, depending on which of the two permittivities is used.
- An assumed gap slope of 0.5 meV/K narrows the gap by 0.05 eV between 298 and 398 K.
- Tunnelling to an electrode 1 nm away broadens the level by roughly $10^{-4}$ eV if the conduction band is taken as parabolic down to the level. Coupling to the valence band makes the far tail of the orbital decay more slowly, and the slowest decay rate with the same prefactor gives order $10^{-3}$ eV. The weight of the model orbital in the layer three cells away, about $10^{-4}$, points to the lower figure. Either is small as an energy. As a rate it is $10^{11}$ to $10^{12}$ per second, so a trap this close to an electrode with empty states at its energy would empty by tunnelling long before thermal emission.

The conduction weight thus gives the first-order response of a given eigenvalue to a given scissor. A trap depth to be compared with a device also needs the relaxed lattice, the corrected defect potential and, under bias, the effect of the field on the barrier. The numerical output below lists most of the values used.

## Table of computed values

```
Host gap before correction: 4.00 eV
Scissor shift: 1.80 eV; corrected gap: 5.80 eV
Hoppings cation, anion, mixing: 0.40, 0.20, 0.60 eV
Cell length: 0.32 nm
Starting level of all traps: 2.40 eV above valence edge
Starting depth below conduction edge: 1.60 eV
cation-like: strength U = -4.384 eV
cation-like: conduction weight before = 0.9599, after = 0.9807
cation-like: first-order shift = 1.728 eV, full shift = 1.750 eV
cation-like: second-order term (6x6x6 cell) = 0.031 eV
cation-like: final depth below conduction edge = 1.650 eV
mixed: strength U = -9.645 eV
mixed: conduction weight before = 0.6906, after = 0.7650
mixed: first-order shift = 1.243 eV, full shift = 1.313 eV
mixed: second-order term (6x6x6 cell) = 0.076 eV
mixed: final depth below conduction edge = 2.087 eV
anion-like: strength U = 3.709 eV
anion-like: conduction weight before = 0.0112, after = 0.0050
anion-like: first-order shift = 0.020 eV, full shift = 0.013 eV
anion-like: second-order term (6x6x6 cell) = -0.010 eV
anion-like: final depth below conduction edge = 3.387 eV
Depth 1.6 eV: conduction weight mixed = 0.691, anion-like = 0.011
Depth 0.8 eV: conduction weight mixed = 0.854, anion-like = 0.029
Depth 0.4 eV: conduction weight mixed = 0.913, anion-like = 0.051
Depth 0.2 eV: conduction weight mixed = 0.940, anion-like = 0.072
Depth 0.1 eV: conduction weight mixed = 0.956, anion-like = 0.089
Model conduction mass: 0.490 electron masses
Mixed trap: extra depth over rigid motion = 0.487 eV
Temperature of use: 398 K; kT = 0.0343 eV
Thermal emission slower than rigid estimate by factor 1.5e+06
Higher orders in scissor: 0.070 eV
Overlap of defect orbital with phi, squared: 0.157
10% change of defect potential: 0.152 eV
Rms orbital radius: 0.151 nm
Rough permittivities, fast and static: 4.5, 20
Lattice polarization on charging, estimate: 0.82 eV
Oxide field 4.0 MV/cm: drop over radius = 0.060 eV
Assumed gap slope 0.5 meV/K: narrowing from 298 K = 0.050 eV
Halved cation hopping along z: change of first-order shift = 0.060 eV
Tunnel broadening at 1.0 nm, order of magnitude: 7e-05 eV
```
